# Radiative heat exchange between gray concentric spheres from a radiosity balance, part 2

A sphere of radius $R_1$, such as a vessel of liquid nitrogen, sits concentrically inside a larger evacuated shell of inner radius $R_2$. We ask how much heat thermal radiation carries between them, and which surface is more worth improving.

Subscript 1 denotes the inner sphere and 2 the shell. The walls have areas $A_1$, $A_2$ and uniform temperatures $T_1$, $T_2$. The net heat per unit time $Q$ is positive when it leaves the inner sphere, so the leak into a cold vessel is $-Q$. The algebra uses atomic units, with $\hbar=1$ and temperature entering as the energy $t=k_BT$. The flux emitted by a black wall is $E$, equal to $\sigma T^4$ in SI units.

Both walls are opaque and gray: a wall of emissivity $e$ emits $eE$, absorbs the fraction $e$ of arriving light and reflects the rest, with $e$ independent of direction and frequency. The radiosity $J$ is the total flux leaving a wall, emitted and reflected.

Seen from the shell, the inner sphere fills a cone of half-angle $\theta_m$ about the normal, with $\sin\theta_m=R_1/R_2$. The fraction of diffuse light leaving the shell that strikes the inner sphere is $f=A_1/A_2=(R_1/R_2)^2$. The fraction of diffuse light leaving wall $i$ that goes directly to wall $j$ is $F_{ij}$, with $F_{12}=1$.

For a gray sphere in a black shell,

$$
Q=A_1e_1(E_1-E_2). \tag{2}
$$

For two gray walls that reflect diffusely,

$$
Q=\frac{A_1(E_1-E_2)}{D}, \tag{4}
$$

$$
D=\frac1{e_1}+f\left(\frac1{e_2}-1\right).
$$

The total drop $E_1-E_2$ splits into three parts, like resistors in series: $E_1-J_1$ at the inner wall, $J_1-J_2$ in the gap and $J_2-E_2$ at the shell, with weights $1/e_1-1$, $1$ and $f(1/e_2-1)$.

### Limits of the result

A black shell has $e_2=1$, so $D=1/e_1$ and equation (2) returns.

For a very large shell, $f\to0$ at fixed emissivities, and again $D\to1/e_1$. A gray shell then acts as a black one, because light entering the large cavity would need many reflections to find the small sphere, and the shell almost surely absorbs it first. The condition is $f(1/e_2-1)\ll1/e_1$; a small $f$ is not enough if $e_2$ is also very small.

For a narrow gap, $f\to1$ and $D\to1/e_1+1/e_2-1$, the result for parallel plates.

If $e_2\to0$ at fixed $f$ and $e_1$, then $D\to f/e_2$ and $Q\to A_2e_2(E_1-E_2)$. The shell is now the bottleneck, and its own area appears.

### The same result by following photons

Let $P_{12}$ be the probability that a photon emitted by the inner wall is finally absorbed by the shell, and $P_{21}$ the reverse. Then

$$
Q=A_1e_1E_1P_{12}-A_2e_2E_2P_{21}.
$$

For gray walls these probabilities do not depend on temperature. At equal temperatures $Q=0$, which requires $A_1e_1P_{12}=A_2e_2P_{21}$, and so

$$
Q=A_1e_1P_{12}(E_1-E_2). \tag{5}
$$

This step did not use concentricity.

For concentric spheres, a photon from the inner wall first reaches the shell. It is absorbed there with probability $e_2$. If reflected, it returns to the shell directly with probability $1-f$, or after reflection from the inner sphere with probability $f(1-e_1)$. In either case it starts afresh:

$$
P_{12}=e_2+(1-e_2)(1-fe_1)P_{12}.
$$

Since $1-(1-e_2)(1-fe_1)=e_2+fe_1(1-e_2)$,

$$
P_{12}=\frac{e_2}{e_2+fe_1(1-e_2)}=\frac1{e_1D},
$$

and equation (5) becomes equation (4).

Ray tracing tests this without assuming view factors or uniform radiosity. For $R_1/R_2=0.6$, $e_1=0.8$ and $e_2=0.2$, the formula gives $D=1.25+0.36\times4=2.69$ and $P_{12}=0.465$. A run of 200 000 photons agreed within the allowed 4.5 standard errors, or about 0.005.

### Stage 5: when the shell is a mirror

The finish of the inner wall does not affect equation (4). All light leaving that wall reaches the shell, which absorbs the same fraction at every angle and scatters the rest diffusely. The finish of the shell does matter.

Let a ray strike a mirror-like shell at angle $\theta$ to the normal. Its line passes the centre at distance $b=R_2\sin\theta$. Mirror reflection preserves $\theta$, hence also $b$. A ray that left the inner sphere has $b\le R_1$, so after reflection it meets the inner sphere again. It never travels from shell to shell, and

$$
P_{12}=e_2+(1-e_2)(1-e_1)P_{12}
\quad\Rightarrow\quad
P_{12}=\frac{e_2}{e_1+e_2-e_1e_2}.
$$

Equation (5) then gives

$$
Q=\frac{A_1(E_1-E_2)}{1/e_1+1/e_2-1}.
$$

The area ratio has disappeared from the denominator, which is that of parallel plates at any shell size. Seen from the other side, light that the shell emits with $b>R_1$ can never reach the inner sphere, whereas diffuse reflection would redirect some of it there. For $f<1$ and $e_2<1$ the mirror-like shell therefore passes less heat.

### A small nitrogen vessel

Take $R_1=10$ cm, $R_2=15$ cm, $T_1=77$ K, $T_2=300$ K, $e_1=0.2$ and $e_2=0.3$. These are rough values for steel walls roughened by bead blasting. The areas are 1256.6 and 2827.4 cm², so $f=0.4444$, and

$$
D=\frac1{0.2}+0.4444\left(\frac1{0.3}-1\right)=5+1.037=6.037 .
$$

The black fluxes are $E_1=1.99$ and $E_2=459.30$ W/m². The heat leak is

$$
-Q=\frac{0.12566\times(459.30-1.99)}{6.037}\ {\rm W}=9.52\ {\rm W},
$$

or $5.94\times10^{19}$ eV/s. Black walls would pass 57.5 W.

The radiosities are $J_1=305.0$ and $J_2=380.7$ W/m². The cold sphere sends out far more light than the 2 W/m² of a black body at its temperature, because it reflects most of what arrives from the shell. The inner wall accounts for 66 % of the total drop, the gap for 17 % and the shell for 17 %.

Which surface should be improved? Differentiating $\ln Q$ at fixed geometry and temperatures gives

$$
\frac{\partial\ln |Q|}{\partial\ln e_1}=\frac1{e_1D}=0.83,\qquad
\frac{\partial\ln |Q|}{\partial\ln e_2}=\frac{f}{e_2D}=0.25 .
$$

A small percentage reduction of $e_1$ is thus about 3.4 times as effective here as the same percentage reduction of $e_2$. The ratio of the two sensitivities is $e_2/(fe_1)$, so the shell would matter more if $e_2<fe_1$.

Ray tracing of this vessel with 200 000 photons gave $P_{12}=0.8291\pm0.0008$, against 0.8282 from the formula. With a mirror-like shell it gave $0.6837\pm0.0010$, against $1/(0.2\times7.333)=0.6818$. The first difference is about one standard error and the second about two.

### What the model leaves out

Each change below is relative to the radiative leak of 9.52 W, with the other settings held fixed.

**Finish of the shell.** A fully mirror-like shell has $D=7.333$ and passes 7.84 W, a change of −17.7 %.

**Colder metal.** The emissivity of a metal usually falls on cooling. If $e_1$ is 20 % lower, $D$ rises to $6.25+1.037=7.287$ and the leak changes by −17.2 %. The 20 % is a trial value.

**Displacement.** Moving the inner sphere 2 cm off centre changed the traced leak by $(-0.27\pm0.06)$ %, using 600 000 photons and equation (5). The sign can be understood from the first reflection. Let $F(\mathbf r)$ be the fraction of diffuse light leaving a shell point that hits the sphere. By reciprocity, light from the sphere falls on the shell in proportion to $F$. The chance that reflected light goes straight back is then $\langle F^2\rangle/\langle F\rangle$, averaged over the shell, which is at least $\langle F\rangle=f$. More light returns to its source, and less is exchanged. The argument gives the sign only: putting $\langle F^2\rangle/\langle F\rangle$ in place of $f$ in $D$ treats every later reflection like the first and yields about −0.4 %, which overstates the change.

**Emissivity that varies with frequency.** Let both emissivities rise as $\sqrt\omega$, a rough infrared trend for poorly conducting metals such as steel, while their averages over the 300 K spectrum keep the values 0.2 and 0.3. The leak changes by +0.8 %. To see why, write the emissivities as $se_1$ and $se_2$. The exchange at one frequency is proportional to

$$
\frac{1}{1/(se_1)+f/(se_2)-f}=\frac{s}{1/e_1+f/e_2-fs},
$$

which rises with $s$ and curves upward. Its average over the 300 K spectrum therefore exceeds its value at the average $s=1$. The cold sphere emits at lower frequencies, where $s$ is smaller, so its small return flow is also reduced.

**Residual gas.** At $10^{-5}$ Torr of nitrogen, with a molecular diameter of roughly 0.37 nm, the mean free path at 300 K is about 5 m. Molecules cross the 5 cm gap almost without colliding with each other. Let a gauge at $T_2$ read the pressure $p=nt_2$, with $n$ the number density in the gauge and $m$ the molecular mass. Averaging the velocity towards a wall over the Maxwell distribution gives the number flux

$$
\Phi=n\sqrt{\frac{t_2}{2\pi m}}=\frac{p}{\sqrt{2\pi mt_2}}.
$$

Fast molecules arrive more often. With $v$ the speed in units of $\sqrt{2t/m}$, the mean translational energy they carry is

$$
t\,\frac{\int_0^\infty v^5\exp(-v^2)\,dv}{\int_0^\infty v^3\exp(-v^2)\,dv}=t\,\frac{1}{1/2}=2t .
$$

Rotation of a diatomic molecule adds $t$. If every molecule leaves a wall at that wall's temperature, the heat carried inward is $3A_1\Phi(t_2-t_1)=0.0445$ W, or 0.5 % of the radiative leak. In this regime it is proportional to pressure.

**The neck.** A vessel must be filled and held. Take a tube of stainless steel (ordinary carbon steel conducts several times better) 2 cm in diameter and 10 cm long, with a 0.5 mm wall and a conductivity of roughly 12 W/(m K). The wall's cross-section is nearly its circumference times its thickness, so the tube conducts

$$
\frac{12\times\pi\times0.02\times0.0005\times223}{0.10}\ {\rm W}=0.84\ {\rm W},
$$

which adds 8.8 %. This estimate ignores cooling of the neck by escaping vapour.

**Near-field transfer.** The wavelength at the peak of the 77 K spectrum, per unit wavelength, is about 38 000 nm. The gap is some 1300 times larger, which supports leaving out evanescent waves. Their contribution was not calculated.

### Beside a real vessel

A storage vessel can be given polished or metal-coated walls with emissivities of a few hundredths, and reflecting layers can be placed in the gap. The emissivities used here are far above those values, and 9.5 W should not be taken as the leak of such a vessel. Roughened steel was chosen because it comes closer to diffuse reflection. Even so, whether a wall scatters diffusely depends on its roughness compared with the wavelength, which is near 10 000 nm at the peak of the 300 K spectrum. A blasted wall may thus be partly mirror-like, and the full change to a mirror-like shell moves the present result by −17.7 %. For a polished shell around a well-centred vessel, the mirror formula is the better starting point, but it has limits of its own. If the inner sphere is displaced, light reflected by the shell can miss it, and at low emissivities there are many reflections at which this can happen. Each miss gives the shell another chance to absorb the light, so the leak rises above the mirror formula. A smooth metal also absorbs less near the normal than on average over the hemisphere. Light from a centred inner sphere reaches the shell only within the angle $\theta_m$ of the normal, so the formula with hemispherical emissivities tends to overestimate the leak. This effect fades as the gap narrows and $\theta_m$ approaches a right angle, and for a very narrow gap the error can have either sign. The uncertainty of the emissivities themselves can matter just as much. With both of them 30 % lower or 30 % higher, equation (4) gives 6.5 or 12.7 W, so the radiative leak of the roughened vessel is known here only as roughly 10 W.

The numerical output below lists the values for this vessel.

## Computed values

```
inner radius R1 = 10.0 cm
outer radius R2 = 15.0 cm
inner temperature T1 = 77 K
outer temperature T2 = 300 K
thermal energy kB*T1 = 0.00664 eV
thermal energy kB*T2 = 0.02585 eV
emissivities e1, e2 = 0.20, 0.30
inner area A1 = 1256.6 cm2
outer area A2 = 2827.4 cm2
area ratio f = 0.4444
black flux E1 = 1.993 W/m2
black flux E2 = 459.30 W/m2
radiosity J1 = 304.99 W/m2
radiosity J2 = 380.74 W/m2
inner-wall term 1/e1 - 1 = 4.0000
gap term = 1 by the view factor: F12 = 1.0000
outer-wall term f(1/e2 - 1) = 1.0370
denominator D = 6.0370
share of inner wall = 66.3 %
share of gap = 16.6 %
share of outer wall = 17.2 %
heat into inner sphere = 9.519 W
same heat = 5.941e+19 eV/s
heat if both walls were black = 57.47 W
heat in large-shell limit, same A1 = 11.493 W
P12 from formula = 0.8282
P12 from ray tracing = 0.8291 +- 0.0008
P12 traced, mirror shell = 0.6837 +- 0.0010
denominator, mirror shell = 7.3333
heat, mirror shell = 7.836 W
change, mirror shell = -17.7 %
displacement of inner sphere = 2.0 cm
change, displaced sphere = -0.27 % +- 0.06 %
change, square-root emissivity = +0.81 %
change, e1 lower by 20 % = -17.2 %
residual nitrogen pressure = 1e-05 Torr
gas mean free path at T2 = 5.1 m
heat by residual gas = 0.0445 W
gas heat / radiative heat = 0.47 %
neck conductivity (rough) = 12 W/(m K)
neck diameter = 2.0 cm
neck wall thickness = 0.5 mm
neck length = 10 cm
heat along neck = 0.84 W
neck heat / radiative heat = 8.8 %
Wien wavelength at T1 = 37633 nm
gap / Wien wavelength at T1 = 1329
```
